# One-dimensional drift and field-dependent mobility in a dipolar random potential, part 2

A charge moves along a straight line, the \(x\) axis, through frozen, randomly placed and oriented dipoles of moment \(p\) and number density \(n\). How does its mobility \(\mu=v/E\) (drift velocity \(v\)) depend on the field \(E\)? Hartree atomic units are used, with unit carrier charge; \(\varepsilon\) divides every carrier–dipole energy.

The carrier is a Gaussian cloud of width \(w\), and \(a=\sqrt\pi\,w\). Its dipolar energy \(U(x)\) has standard deviation \(\sigma\), with \(\sigma^2\propto np^2\) at fixed \(a\) and \(\varepsilon\), and normalized correlation

\[
c(y)=\frac ay\,\mathrm{erf}\!\left(\frac{\sqrt\pi\,y}{2a}\right),
\]

which is close to \(a/y\) outside the core, where the cloud's width matters.

Let \(\beta=1/kT\), \(s=\beta\sigma\) and \(f=\beta Ea\), and let \(\mu_0\) be the mobility without disorder. For jumps that change the energy by much less than \(kT\), motion becomes continuous drift and diffusion. Gaussian disorder on an infinite line then gives

\[
\frac{\mu}{\mu_0}=\frac{e^{-s^2}}{Q},\qquad
Q=\frac fa\int_0^\infty dy\,\exp\left[-\frac{fy}{a}-s^2c(y)\right].
\]

Hopping simulations on closed rings at \(s=1.5\) support this formula.

The integral comes from averaging \(e^{\beta[U(x+y)-U(x)]}\), which is dominated by rare pairs: a valley, then a peak a distance \(y\) downstream. For the example, such pairs lie about 1.2 mm apart at \(y=4a\) and 18 mm at \(y=10.8a\). On much shorter lines the formula fails.

The Gaussian exponent of this average is \(s^2[1-c(y)]\). In the example at \(y=4a\) it is 12.31, against 12.39 for the actual dipoles, an excess of 0.084. At fixed \(\sigma\) the leading correction scales as \(1/n\).

The example has \(n=0.002\) bohr\(^{-3}\), \(p=0.5\) \(e\,\)bohr, \(\varepsilon=3\), \(w=8\) bohr, \(a=14.18\) bohr, \(\sigma=0.00405\) hartree, \(kT=0.001\) hartree, \(s=4.05\) and \(s^2=16.41\).

The formula contains an exponential of \(E\) and no square root. Where could one come from?

**A.** From a competition in the exponent. A distant peak is less correlated with the valley where the charge sits, so it can stand higher above it. But the field lowers a distant peak by \(Ey\). Outside the core \(c\simeq a/y\), and the cost to be minimized is

\[
\Phi(y)=\frac{fy}{a}+\frac{s^2a}{y}.
\]

Setting \(\Phi'=f/a-s^2a/y^2=0\) gives

\[
y^*=\frac{as}{\sqrt f},\qquad \Phi(y^*)=s\sqrt f+s\sqrt f=2s\sqrt f .
\]

So \(Q\) is roughly \(e^{-2s\sqrt f}\), and \(\ln(\mu/\mu_0)\) is roughly \(-s^2+2s\sqrt f\). A stronger field selects closer peaks. Because these are more strongly correlated with the valley, the barrier that controls the motion is lower.

**Q.** "Roughly" hides a prefactor, and the prefactor also depends on field. Can the integral be done?

**A.** With the tail \(a/y\) used at all distances, it can. Put \(y=(as/\sqrt f)e^\theta\). Then

\[
\frac{fy}{a}+\frac{s^2a}{y}=s\sqrt f\,(e^\theta+e^{-\theta})=z\cosh\theta,
\qquad z=2s\sqrt f ,
\]

and \((f/a)\,dy=s\sqrt f\,e^\theta d\theta=(z/2)e^\theta d\theta\). The odd part of \(e^\theta\) integrates to zero, leaving

\[
Q\simeq\frac z2\int_{-\infty}^{\infty}\cosh\theta\,e^{-z\cosh\theta}d\theta
=z\int_0^\infty\cosh\theta\,e^{-z\cosh\theta}d\theta=zK_1(z).
\]

The last integral is the modified Bessel function \(K_1\). Therefore

\[
\ln\frac{\mu}{\mu_0}\simeq-s^2-\ln[zK_1(z)].
\]

For large \(z\), small \(\theta\) dominates. Expand \(\cosh\theta=1+\theta^2/2+\theta^4/24+\dots\) and use the Gaussian weight \(e^{-z\theta^2/2}\), for which \(\langle\theta^2\rangle=1/z\) and \(\langle\theta^4\rangle=3/z^2\):

\[
K_1(z)\simeq\sqrt{\frac{\pi}{2z}}\,e^{-z}
\left[1+\frac{\langle\theta^2\rangle}{2}-\frac{z\langle\theta^4\rangle}{24}\right]
=\sqrt{\frac{\pi}{2z}}\,e^{-z}\left[1+\frac{3}{8z}\right].
\]

Taking the logarithm, with \(z\sqrt{\pi/2z}=\sqrt{\pi z/2}\),

\[
\ln\frac{\mu}{\mu_0}\simeq-s^2+z-\frac12\ln\frac{\pi z}{2}-\frac{3}{8z}.
\]

The term \(z\) is proportional to \(\sqrt E\). The logarithm is one reason why \(\ln\mu\) is only nearly linear in \(\sqrt E\).

**Q.** You used \(a/y\) even where it exceeds one, which no normalized correlation can do. Does that error matter?

**A.** Its sign is definite. Since the error function is below one, \(c(y)<a/y\) everywhere. The true integrand is larger than the one I integrated, so \(Q\) is larger and the true mobility is lower. The table compares \(L=\ln(\mu/\mu_0)\) from the full correlation with the Bessel form.

| \(E\) (a.u.) | \(z\) | \(y^*/a\) | \(L\), full | \(L\), Bessel |
|---|---|---|---|---|
| \(1\times10^{-5}\) | 3.05 | 10.8 | −14.251 | −14.251 |
| \(2\times10^{-5}\) | 4.31 | 7.6 | −13.132 | −13.132 |
| \(4\times10^{-5}\) | 6.10 | 5.4 | −11.498 | −11.497 |
| \(7\times10^{-5}\) | 8.07 | 4.1 | −9.658 | −9.653 |
| \(1\times10^{-4}\) | 9.65 | 3.4 | −8.173 | −8.160 |

For one entry by hand, take \(E=4\times10^{-5}\). Then \(f=4\times10^{-5}\times14.18/0.001=0.567\) and \(z=2\times4.051\times\sqrt{0.567}=6.10\). The asymptotic terms give \(-16.41+6.10-1.13-0.06=-11.50\).

The core correction comes mostly from distances inside \(y^*\), where the Bessel form makes the integrand too small. This missing part of \(Q\) varies by less than a factor of two over the table, while \(Q\) itself falls by a factor of more than 400, so the relative correction grows. At the highest field of the table it changes \(\ln\mu\) by 0.013, which is about 1 per cent of the mobility.

**Q.** A logarithm can look straight against many variables. Is \(\sqrt E\) really better than \(E\) here?

**A.** Over this decade of field, yes. I fitted least-squares straight lines to the full result at 50 points equally spaced in \(\sqrt E\). The line in \(\sqrt E\) misses by at most 0.047, while \(\ln\mu\) itself changes by 6.1. The line in \(E\) misses by up to 0.51. The fitted slope against \(\sqrt E\) is 892 a.u.\(^{-1/2}\), or 0.0124 (cm/V)\(^{1/2}\). The field range is \(5\times10^4\) to \(5\times10^5\) V/cm.

**Q.** The exponent \(z\) alone predicts a slope of \(2s\sqrt{\beta a}=2(4.051)\sqrt{14180}=965\) a.u.\(^{-1/2}\). You found 892. If the fit is that straight, why is its slope wrong?

**A.** The logarithmic term lowers the slope by an amount that changes slowly, so the curve stays nearly straight but less steep. The local slope can be found for any \(z\) within the Bessel form. Define \(K_0(z)=\int_0^\infty e^{-z\cosh\theta}d\theta\). Differentiating \(K_1\) and using \(\cosh^2\theta=1+\sinh^2\theta\),

\[
K_1'(z)=-K_0(z)-\int_0^\infty\sinh^2\theta\,e^{-z\cosh\theta}d\theta .
\]

Since \(\sinh\theta\,e^{-z\cosh\theta}=-z^{-1}\,d(e^{-z\cosh\theta})/d\theta\), integration by parts turns the last integral into \(K_1/z\). The boundary terms vanish. Hence

\[
\frac{d}{dz}(zK_1)=K_1+z\left(-K_0-\frac{K_1}{z}\right)=-zK_0,
\qquad
\frac{d}{dz}\ln\frac{\mu}{\mu_0}=\frac{K_0(z)}{K_1(z)} .
\]

This ratio is the inverse of the mean of \(\cosh\theta\) under the weight \(e^{-z\cosh\theta}\). The mean exceeds one, so the ratio is below one. The derivative of the mean with respect to \(z\) is minus the variance of \(\cosh\theta\), so the ratio rises steadily with \(z\). Differentiating the asymptotic form shows that it approaches one as \(1-1/(2z)\).

At \(E=3\times10^{-5}\) the Bessel ratio is 0.917, and the slope from the full correlation is 0.916 of the ideal value. The fit over the decade gives 0.924 of it.

**Q.** What if the square root simply comes from having correlated disorder of any kind?

**A.** Change the tail and the power changes. Suppose \(c\simeq(a/y)^m\) with \(m>0\). In units of \(a\), the cost is \(fy+s^2y^{-m}\). Its minimum satisfies \(f=ms^2y^{-m-1}\), so

\[
y^*=\left(\frac{ms^2}{f}\right)^{1/(m+1)},\qquad
\Phi(y^*)=fy^*\left(1+\frac1m\right)\propto f^{m/(m+1)} .
\]

The square root belongs to \(m=1\), the Coulomb-like tail of dipolar disorder. A potential with \(m=2\) should give the power \(2/3\).

To see the leading powers clearly I made the disorder artificially large, \(s=2000\), and took the local power of \(\ln(\mu/\mu_0)+s^2\) at \(f=1\). The dipolar correlation gives 0.5005. The correlation \(1/(1+y^2)\), with \(y\) in units of \(a\), gives 0.6723.

The small offset of the second number comes from the prefactor. There \(y^*=200\), the cost is 300, and its curvature is \(\Phi''=6s^2/y^{*4}=0.015\). The Gaussian integral around the minimum subtracts \(\ln(f\sqrt{2\pi/\Phi''})=3.02\) from the cost. Because \(y^*\propto f^{-1/3}\), the argument of this logarithm scales as \(f^{1/3}\). The local power is then \((200-1/3)/(300-3.02)=0.6723\).

For a correlation that vanishes beyond \(y=a\), such as \(c=1-y/a\) inside (a sudden step from one to zero is not a possible correlation function), the region outside contributes \((f/a)\int_a^\infty e^{-fy/a}dy=e^{-f}\) to \(Q\). If the inside contributes little, \(\ln(\mu/\mu_0)=-s^2+f\), which is linear in \(E\).

**Q.** Then extend your line to zero field. It should tell me the zero-field mobility.

**A.** It would give a wrong number, because the root law stops before zero field. There \(Q\to1\) and \(\ln(\mu/\mu_0)=-s^2=-16.41\). To find the approach to this limit, integrate the derivative just obtained:

\[
1-zK_1(z)=\int_0^z tK_0(t)\,dt .
\]

For small \(t\), substitute \(u=te^\theta/2\) in \(K_0\). Then \(t\cosh\theta=u+t^2/(4u)\). The second term is at most \(t/2\), since \(u\ge t/2\), and can be dropped:

\[
K_0(t)\simeq\int_{t/2}^\infty\frac{e^{-u}}{u}\,du\simeq\ln\frac2t-\gamma_E ,
\]

where \(\gamma_E\) is Euler's constant. Integrating \(t\ln(2/t)\) by parts then gives

\[
1-zK_1(z)\simeq\frac{z^2}{2}\left[\ln\frac2z+\frac12-\gamma_E\right].
\]

Since \(z^2=4s^2f\), the mobility first rises as \(E\ln(1/E)\). At \(z=0.05\) the full correlation gives \(1-Q=0.004516\), and this formula gives 0.004515. At \(E=10^{-7}\) the slope against \(\sqrt E\) is 0.45 of its ideal value.

**Q.** And at the other end? An exponential of \(\sqrt E\) cannot grow for ever.

**A.** It cannot, because \(\mu\) saturates at \(\mu_0\). For large \(f\) the integral reaches only to \(y\sim a/f\), inside the core. There \(\mathrm{erf}(u)\simeq(2/\sqrt\pi)(u-u^3/3)\) with \(u=\sqrt\pi\,y/2a\), so \(c\simeq1-\pi y^2/12a^2\). Once \(s/f\) is small,

\[
\frac{\mu_0}{\mu}\simeq\frac fa\int_0^\infty e^{-fy/a}
\left(1+\frac{\pi s^2y^2}{12a^2}\right)dy=1+\frac{\pi s^2}{6f^2} .
\]

At \(f=100\) this gives \(\ln(\mu/\mu_0)=-0.00086\), as does the full integral. For the example this is a field of \(3.6\times10^7\) V/cm, beyond what organic films withstand, so the saturation is a property of the model and not a regime one would measure.

The range of the root law follows from two estimates. At the low end one needs \(z\gg1\), or \(f\gg1/(4s^2)\). At the high end the distant minimum contributes about \(e^{-2s\sqrt f}\) to \(Q\) and the core about \(e^{-s^2}\). The first dominates when \(2s\sqrt f<s^2\), or \(f<s^2/4\). Here the two edges are 0.015 and 4.1. They mark gradual crossovers, and the decade in the table, from \(f=0.14\) to 1.4, lies between them. At \(E=10^{-3}\), where \(f\) is about 14, the slope has fallen to 0.7 per cent of the ideal value.

**Q.** How does the slope depend on temperature? A law with \(\sqrt E\) might conceal a simple \(1/T\).

**A.** The ideal slope is \(2\beta\sigma\sqrt{\beta a}\). At fixed \(\sigma\) and \(a\) it scales as \(T^{-3/2}\): one power comes from \(s\), and half a power from the reduced field. The factor \(K_0/K_1\) also falls on heating, because \(z\) does.

With \(E=3\times10^{-5}\) held fixed and \(kT\) raised from 0.0010 to 0.0012 hartree, the slope drops from 884 to 655 a.u.\(^{-1/2}\). This corresponds to an effective power of −1.64. The zero-field exponent \(-s^2\) scales as \(T^{-2}\) at fixed \(\sigma\).

**Q.** Would a real polar organic glass give your numbers?

**A.** I would not expect it to. The disorder, about 0.11 eV, and the fields in the table are of a realistic size for such materials. The density of one dipole per 500 bohr\(^3\) is high for molecules of ordinary size. At fixed \(\sigma\), a lower density increases the non-Gaussian correction: at one dipole per nm\(^3\), 13.5 times fewer, the excess at \(y=4a\) grows from 0.084 to about 1.2, a factor of three in the average, and is no longer small.

The most serious departure is the single line. A real carrier can go round a peak that my carrier must climb. As a rough guide, simulations of three-dimensional dipolar lattices are fitted by root-law lines whose zero-field intercept is near \(-0.36s^2\). For this \(s\) that is about −6, whereas the line fitted here extrapolates to about −17. Their field slopes are smaller too, by a factor of roughly three here. Real jumps are also comparable in length with \(a\), so the continuum limit is strained. Finally, real films are micrometres thick, while at this \(s\) the infinite-line average needs lines of millimetres or more; a shorter line usually misses the rare pairs that set the average and conducts better than the formula says.

What the derivation does establish is the mechanism in one dimension: a \(1/y\) energy correlation competes with a linear field energy, and within the stated window this makes \(\ln\mu\) nearly linear in \(\sqrt E\). The numerical output below gives the values at higher resolution.

## Values computed for the example and the checks

```
dipole density n = 0.002 bohr^-3
dipole moment p = 0.5 e bohr
screening constant = 3.0
charge cloud width w = 8.0 bohr
kT = 0.001 hartree (T = 315.8 K)
correlation length a = 14.180 bohr
energy disorder sigma = 0.004051 hartree
s = sigma/kT = 4.0511, s^2 = 16.4116
window estimate in f: 0.0152 to 4.103
max error of correlation c(y): 1.9e-14
exponent at y=4a, Gaussian: 12.3087
exponent at y=4a, Poisson dipoles: 12.3927
non-Gaussian excess: 0.0840
hopping rings: s = 1.5, 400 rings, 16384 sites each
 f=0.3: ln(mu/mu0) rings -1.3361 +- 0.0049, formula -1.3426
 f=1.0: ln(mu/mu0) rings -0.5969 +- 0.0020, formula -0.6013
E in a.u.; y* in units of a; L = ln(mu/mu0)
E        f       z       y*/a   L_full   L_Bessel L_asym
1e-05  0.1418  3.0510  10.758 -14.2511 -14.2511 -14.2671
2e-05  0.2836  4.3147   7.607 -13.1323 -13.1321 -13.1406
4e-05  0.5672  6.1019   5.379 -11.4977 -11.4968 -11.5012
7e-05  0.9926  8.0721   4.066  -9.6577  -9.6533  -9.6560
1e-04  1.4180  9.6480   3.402  -8.1729  -8.1598  -8.1616
zero-field ln(mu/mu0) = -16.4116
fits for E from 1e-5 to 1e-4 a.u.:
 slope against sqrt(E) = 891.64 a.u.^-1/2
 same slope = 0.01243 (cm/V)^1/2
 ideal slope = 964.80 a.u.^-1/2
 fitted/ideal slope = 0.9242
 largest residual, sqrt(E) line: 0.0467
 largest residual, linear-E line: 0.5136
 field range = 5.142e+04 to 5.142e+05 V/cm
local slope at E = 3e-5 a.u.:
 kT=0.0010 hartree: 884.10 a.u.^-1/2, /ideal 0.9164, K0/K1 0.9168
 kT=0.0012 hartree: 655.18 a.u.^-1/2, /ideal 0.8927, K0/K1 0.8944
 effective temperature power = -1.644
local/ideal slope at E=1e-07 a.u.: 0.4526
local/ideal slope at E=3e-05 a.u.: 0.9164
local/ideal slope at E=1e-03 a.u.: 0.0070
low field z=0.05: 1-Q = 0.004516, formula 0.004515
ln(mu/mu0) at f=100: -0.00086
field power, 1/y tail: 0.5005
field power, 1/y^2 tail: 0.6723
```
